# Thermal response time of a supported monolayer and its slower substrate

A calculation of self-heating in a pulsed monolayer transistor must settle early on whether the substrate may be held at a fixed temperature. If it may, one ordinary differential equation with one time constant is enough. If not, heat diffusion in the oxide has to be solved as well, and the pulse length at which the device "has warmed up" can change by orders of magnitude if the oxide is thick. The choice depends on three times and two thicknesses, all of which follow from the areal heat capacity, the interface conductance and the oxide properties.

## The model

A monolayer with heat capacity per area $C$ lies on an oxide of thickness $d$, conductivity $k$ and volumetric heat capacity $c$. The interface conductance per area is $G$. Temperatures are rises above a sink that holds the lower face of the oxide, $x=d$, at zero. The monolayer has a single temperature $T(t)$, the oxide temperature is $\theta(x,t)$, and its upper surface is at $T_s=\theta(0,t)$. Heat flows along $x$ and the properties are constant. With absorbed power per area $q$,

$$C\frac{dT}{dt}=q-G(T-T_s),\qquad G(T-T_s)=-k\,\theta'(0,t),\qquad \partial_t\theta=D\,\theta'' ,$$

where $D=k/c$. The effusivity $e=\sqrt{kc}$ will also be needed.

**Heat capacity.** A vibration of energy $E$ has mean thermal energy $E/(e^{x}-1)$ with $x=E/k_BT_0$, where $T_0$ is the absolute temperature and $e^x$ is the ordinary exponential. Since $dx/dT_0=-x/T_0$, differentiation gives $k_Bx^2e^x/(e^x-1)^2$. A MoS$_2$ cell has three atoms, hence nine vibrations, in an area $A_c=(\sqrt3/2)a^2$:

$$C=\frac{k_B}{A_c}\sum_{j=1}^{9}\frac{x_j^2e^{x_j}}{(e^{x_j}-1)^2}.$$

For $a=0.316$ nm, $A_c=0.0865$ nm$^2$. Grouping the vibrations roughly as three at 21 meV and six at 48 meV gives $C=1.178$ mJ/(m$^2$ K) at 300 K. The grouping is crude: a two-dimensional Debye spectrum up to 29 meV with optical modes spread from 35 to 58 meV gives 1.20, so the value describes MoS$_2$ only to a few per cent, and the extra digits serve only to compare formulas with the numerical solution. The classical limit $9k_B/A_c$ is 1.437 mJ/(m$^2$ K), which is too high because the stiffer vibrations are not fully excited.

## Leading order: the fast stage

If $T_s$ is set to zero, the first equation has the solution

$$T=\frac qG\left(1-e^{-t/\tau_0}\right),\qquad \tau_0=\frac CG .$$

With $G=15$ MW/(m$^2$ K),

$$\tau_0=\frac{1.178\times10^{-3}}{15\times10^{6}}\ \text{s}=78.5\ \text{ps}.$$

To judge the neglect of $T_s$, take the oxide as infinitely thick, which is justified while $t\ll d^2/D$. The Laplace transform of the diffusion equation for an initially cold oxide is $s\hat\theta=D\hat\theta''$. Its decaying solution is $\hat\theta=\hat T_s\exp(-x\sqrt{s/D})$, and the flux entering the oxide is

$$-k\hat\theta'(0)=k\sqrt{s/D}\;\hat T_s=e\sqrt s\;\hat T_s .$$

If the full flux $q$ enters from $t=0$, then $\hat T_s=q/(e\,s^{3/2})$. The inverse transform of $s^{-3/2}$ is $2\sqrt{t/\pi}$, so

$$T_s=\frac{2q}{e}\sqrt{\frac t\pi}.$$

Taken at $t=\tau_0$ and divided by the final interface rise $q/G$, this is

$$\frac{2G}{e}\sqrt{\frac{C}{\pi G}}=\sqrt{\frac{4\beta}{\pi}},\qquad \beta=\frac{CG}{e^2}.$$

On a thick oxide, the number $\beta$ decides whether a separate fast stage exists. For an oxide with $k=1.4$ W/(m K) and $c=1.65$ MJ/(m$^3$ K), $e=1520$ W s$^{1/2}$/(m$^2$ K) and $\beta=0.00765$. The ratio is then 0.099. This is an upper estimate, because the monolayer absorbs much of the flux during this stage. The value $\beta=1$, where the separation is lost, would need $G=1961$ MW/(m$^2$ K) on this oxide.

## First correction to the cooling time

Let a short pulse raise the monolayer to $T_i$ above a cold thick oxide. The interface resistance $1/G$ and the oxide impedance $1/(e\sqrt s)$ are in series, so the flux leaving the monolayer is $Y\hat T$ with

$$Y=\frac{1}{1/G+1/(e\sqrt s)}=\frac{G}{1+G/(e\sqrt s)} .$$

Put $p=s\tau_0$, $u=t/\tau_0$ and $g=\sqrt\beta$. Because $G^2\tau_0/e^2=GC/e^2=\beta$, the ratio $G/(e\sqrt s)$ equals $g/\sqrt p$. The energy balance $C(s\hat T-T_i)=-Y\hat T$ becomes

$$\frac{\hat T}{T_i\tau_0}=\frac{1}{p+\dfrac{1}{1+g/\sqrt p}}\simeq\frac1{p+1}+\frac{g}{\sqrt p\,(p+1)^2},$$

where $1/(1+g/\sqrt p)\simeq1-g/\sqrt p$ was used and the result expanded to first order in $g$. The inverse of $1/\sqrt p$ is $1/\sqrt{\pi u}$, and that of $1/(p+1)^2$ is $ue^{-u}$. By convolution,

$$\frac{T}{T_i}\simeq e^{-u}\left[1+\frac{g}{\sqrt\pi}\int_0^u\frac{(u-v)e^{v}}{\sqrt v}\,dv\right].$$

At $u=1$ the factor multiplying $g$ is, with $v=w^2$,

$$b=\frac{2}{\sqrt\pi}\int_0^1(1-w^2)e^{w^2}dw=0.9420 .$$

Now set $T/T_i=e^{-1}$ and $u=1+\delta$. To first order, $e^{-1}(1-\delta+gb)=e^{-1}$, so $\delta=gb$ and

$$t_{1/e}=\tau_0\left(1+0.942\sqrt\beta\right).$$

The correction is positive because the warmed oxide surface slows the outflow. Here $t_{1/e}=78.5\,(1+0.942\times0.0875)=85.0$ ps. A numerical solution of the model with 300 nm of oxide, divided into 400 cells, gives 85.4 ps.

The late part of the cooling is not exponential. At small $p$ the transform behaves as $g/\sqrt p$ plus a constant, and the constant contributes nothing at late times. Hence, for $\tau_0\ll t\ll d^2/D$,

$$T\simeq T_i\frac{g}{\sqrt{\pi u}}=T_i\frac{C}{e\sqrt{\pi t}} .$$

This is the temperature at the surface of a thick oxide that received the heat $CT_i$ at $t=0$. The monolayer has by then become a thermometer of the oxide surface. The form is approached slowly: in the example the temperature still exceeds it by 64 % at $5\tau_0$, 14 % at $10\tau_0$ and 4 % at $30\tau_0$.

## Constant heating: when the oxide overtakes the interface

For power switched on at $t=0$, the same impedance gives

$$\frac{\hat T}{(q/G)\tau_0}=\frac1p\,\frac{1+g/\sqrt p}{1+p+g\sqrt p}.$$

Times $t\gg\tau_0$ correspond to small $p$. Expanding the denominator as $1-p-g\sqrt p+g^2p+\dots$ and multiplying out gives

$$\frac{g}{p^{3/2}}+\frac{1-g^2}{p}-\frac{2g-g^3}{\sqrt p}+\dots$$

Inverting term by term and dropping $g^3$ beside $2g$,

$$T\simeq\frac qG\left[1+2g\sqrt{\frac u\pi}-\beta-\frac{2g}{\sqrt{\pi u}}\right].$$

The first two terms are the interface rise and the thick-oxide rise. The other two exist because the monolayer keeps some of the heat. While the oxide surface warms, the monolayer must warm with it and absorbs the flux $C\,dT_s/dt=Cq/(e\sqrt{\pi t})$. This flux is $g/\sqrt{\pi u}$ as a fraction of $q$.

The interface part is therefore $1-g/\sqrt{\pi u}$ in units of $q/G$, and the surface part is what remains, $2g\sqrt{u/\pi}-\beta-g/\sqrt{\pi u}$. When the two are set equal, the terms in $1/\sqrt u$ cancel:

$$2g\sqrt{u/\pi}=1+\beta .$$

Squaring and keeping first order in $\beta$,

$$t=t_x(1+2\beta),\qquad t_x=\frac{\pi\tau_0}{4\beta}=\frac{\pi e^2}{4G^2}.$$

The leading value does not contain $C$, since by this time the monolayer stores little of the supplied heat. The example gives $t_x=8.06$ ns, and the correction raises it by 1.5 % to 8.19 ns, which is also the numerical value. The thick-oxide form is justified because $d^2/D=106$ ns for 300 nm.

## The last stage: an oxide of finite thickness

A decaying mode that vanishes at the sink has the form $\theta=\sin[\mu(d-x)/d]\,e^{-\lambda t}$ with $\lambda=D\mu^2/d^2$. At $t=0$ its flux into the oxide is $F=(k\mu/d)\cos\mu$, and the monolayer is at $T=\sin\mu+F/G$. The monolayer loses heat at the rate $C\lambda T=F$. Dividing by $F$,

$$\frac{C\lambda d}{k\mu}\tan\mu+\frac{C\lambda}{G}=1 .$$

Substituting $\lambda$ in the first term and defining $\gamma=C/(cd)$, the ratio of the two heat capacities, gives

$$\gamma\,\mu\tan\mu=1-\lambda\tau_0 .$$

For $\gamma\ll1$ and $\lambda\tau_0\ll1$, $\tan\mu$ must be large. Put $\mu=\pi/2-\delta$, so that $\tan\mu\simeq1/\delta$ and $\delta\simeq\gamma\pi/2$. The slowest time is then

$$\frac1\lambda=\frac{d^2}{D\mu^2}\simeq t_{ox}(1+2\gamma),\qquad t_{ox}=\frac{4d^2}{\pi^2D}.$$

With $D=0.848$ mm$^2$/s and $d=300$ nm, $t_{ox}=42.99$ ns. Since $\gamma=0.00238$, the corrected time is 43.19 ns, which is also the numerical value. The last stage is about 550 times slower than $\tau_0$.

To find its size, neglect $C$ and let the flux $q$ enter an initially cold oxide. The steady profile is $(qd/k)y$ with $y=(d-x)/d$. The decaying part must cancel it at $t=0$, so $y$ is expanded in $\sin\mu_ny$ with $\mu_n=(n+\tfrac12)\pi$. The coefficients are $2\int_0^1y\sin(\mu_ny)\,dy=2\sin\mu_n/\mu_n^2$, because $\cos\mu_n=0$. At the surface $y=1$ each term contributes $2/\mu_n^2$, which is $8/\pi^2$ for $n=0$. Keeping this slowest term,

$$T\simeq q\left[\frac1G+\frac dk\left(1-\frac{8}{\pi^2}e^{-t/t_{ox}}\right)\right].$$

## Two thicknesses

"Slower" and "more important" are different conditions. The oxide is slower than the monolayer when $t_{ox}>\tau_0$:

$$d>d^*=\frac\pi2\sqrt{D\tau_0}=12.8\ \text{nm}.$$

It contributes more than the interface to the final rise when $d/k>1/G$:

$$d>\frac kG=93.3\ \text{nm}.$$

Their ratio is $(\pi/2)\sqrt{D\tau_0}\,G/k=(\pi/2)\sqrt\beta$, so for small $\beta$ there is a window in which the oxide is slower but still contributes less. Below $d=k/G$ the two rises never become equal under constant heating, and $t_x$ loses its meaning.

For $d\ll d^*$ the oxide follows the monolayer with a nearly linear profile. The resistances add, and the slowest time is $C(1/G+d/k)$. At $d=3.2$ nm this gives 81.2 ps, against 81.4 ps numerically.

At $d=d^*$ the two motions mix. There $\lambda\tau_0=\lambda t_{ox}=(2\mu/\pi)^2\simeq1-4\delta/\pi$, and the mode condition becomes $\gamma\pi/(2\delta)\simeq4\delta/\pi$, or $\delta^2=\gamma\pi^2/8$. Inserting $d^*$ in $\gamma$ gives $\gamma=(2/\pi)\sqrt\beta$, so $2\delta/\pi=\beta^{1/4}/\sqrt\pi=0.167$. The slowest time is $\tau_0/(1-0.167)^2\simeq113$ ps, against 110.7 ps numerically. The fourth root makes the mixing noticeable even at small $\beta$, so $d^*$ marks a gradual change.

At $d=51.3$ nm the slowest time is already 1294 ps, close to $t_{ox}=1256$ ps. For such thicker oxides $\tau_0$ describes a stage of the response and is no longer the time of the slowest mode.

## Reading the heating curve

A channel of 5 µm by 10 µm dissipating 5 mW has $q=0.10$ mW/µm$^2=10^8$ W/m$^2$. The final interface rise is $q/G=6.67$ K and the final oxide rise is $qd/k=21.43$ K, together 28.10 K. The numerical solution gives:

| $t$ (ns) | monolayer (K) | oxide surface (K) |
|---|---|---|
| 0.1 | 4.96 | 0.38 |
| 1 | 8.77 | 2.20 |
| 5 | 11.78 | 5.16 |
| 40 | 21.17 | 14.52 |
| 200 | 27.92 | 21.26 |

At 1 ns the sum of interface and thick-oxide rises is 9.01 K. The two storage terms subtract 0.05 K and 0.18 K, leaving 8.78 K. At 40 ns the late formula gives 21.25 K.

The opening question can now be answered for this device. With a fixed substrate temperature, $T=(q/G)(1-e^{-t/\tau_0})$ gives 4.80 K at 0.1 ns and 6.67 K at 1 ns and 40 ns. This falls short of the monolayer's rise by about 3 %, 24 % and 69 %. It serves for pulses up to about $\tau_0$. There is no long plateau after the fast stage, because the oxide surface is already warming by then, and from about 1 ns its rise continues nearly as $\sqrt t$ while $t\ll d^2/D$.

## The real device

The parameters are rough typical values for MoS$_2$ on oxidized silicon. The value of $G$ is uncertain, because it depends on how well the layer adheres. With all else fixed, $G=5$ MW/(m$^2$ K) gives $\tau_0=236$ ps and $k/G=280$ nm, while 45 MW/(m$^2$ K) gives 26 ps and 31 nm. At the lower value $t_x$ would be nine times longer, about 73 ns, and no longer small beside $d^2/D$, so the thick-oxide formula for it fails. Of the idealizations estimated here, the perfect sink under the oxide matters most at late times. Taking the spreading resistance of silicon as $\sqrt A/(2k_{Si})$ for channel area $A$, with $k_{Si}=148$ W/(m K), adds about 8.5 % to the total rise; the mean rise under a uniform flux on this rectangle has the coefficient 0.46 in place of 1/2 and adds 7.8 %. This part has no single time constant. It reaches half its final value near 0.2 µs, about 80 % at $A/D_{Si}\approx0.6$ µs and 90 % only near 2 µs, so the silicon is slower still than the oxide.

Four other effects, estimated for these numbers, are smaller:

- Sideways spreading lowers the mean oxide rise by about 5 %.
- Perfectly cold contacts would lower the mean steady rise by about 3 %, for a monolayer conductivity of 40 W/(m K).
- An oxide–silicon interface of 200 MW/(m$^2$ K) adds about 2 % to the total rise.
- $C$ grows by about 3 % over the final rise.

The single monolayer temperature needs internal equilibration much faster than $\tau_0$; an assumed 5 ps is 6 % of it. This value is an assumption; if some phonon branches equilibrate only over tens of picoseconds, the fast stage is not described by one temperature and one time $\tau_0$. Diffusion in the oxide needs a phonon mean free path well below $\sqrt{D\tau_0}=8.2$ nm, and the kinetic estimate $3k/(cv)$ with sound speed $v=4000$ m/s gives 0.6 nm. A metal gate or a capping layer on top would add heat capacity and further paths for heat, and the times above would then have to be recalculated. The remaining values are in the numerical output.

## Numbers as computed

```
Lattice constant: 0.316 nm; T = 300 K
Vibrations: 3 at 21 meV
Vibrations: 6 at 48 meV
Cell area: 0.0865 nm^2
Areal heat capacity C: 1.178 mJ/(m^2 K)
Classical limit of C: 1.437 mJ/(m^2 K)
Interface conductance G: 15 MW/(m^2 K)
Oxide: k = 1.40 W/(m K), c = 1.65 MJ/(m^3 K)
Oxide thickness d: 300 nm
Oxide diffusivity D: 0.848 mm^2/s
Oxide effusivity e: 1520 W s^0.5/(m^2 K)
Fast time tau0 = C/G: 78.5 ps
beta: 0.00765; sqrt(beta): 0.0875
Surface/interface rise at tau0: 0.099
G at which beta = 1: 1961 MW/(m^2 K)
Cooling coefficient b: 0.9420
1/e cooling time, formula: 85.0 ps
1/e cooling time, model: 85.4 ps
Equal-rise time t_x, formula: 8.06 ns
Equal-rise time, model: 8.19 ns
Oxide diffusion time d^2/D: 106.1 ns
Oxide time t_ox: 42.99 ns
Slowest time, model: 43.19 ns
t_ox/tau0: 547; C/(c d): 0.00238
Oxide slower above d* = 12.8 nm
Oxide rise larger above k/G = 93.3 nm
Thickness nm | slowest, C(1/G+d/k), t_ox in ps
  3.2 | 81.4, 81.2, 4.9
  12.8 | 110.7, 89.3, 78.5
  51.3 | 1293.9, 121.7, 1256.4
Channel: 5 um x 10 um, 5 mW
Power density q: 0.10 mW/um^2
Final interface rise q/G: 6.67 K
Final oxide rise q d/k: 21.43 K
Final total rise: 28.10 K
Time ns | film, oxide surface, film by formula in K
  0.1 | 4.96, 0.38, 5.54
  1.0 | 8.77, 2.20, 9.01
  5.0 | 11.78, 5.16, 11.92
  40.0 | 21.17, 14.52, 21.25
  200.0 | 27.92, 21.26, 27.93
G = 5 MW/(m^2 K): tau0 = 235.6 ps, k/G = 280.0 nm
G = 45 MW/(m^2 K): tau0 = 26.2 ps, k/G = 31.1 nm
Neglected effects:
Sideways spreading lowers oxide rise by 4.9 %
Film k: 40 W/(m K), 0.65 nm thick
Film healing length: 85 nm
Cold contacts lower mean rise by 3.4 %
Silicon: k = 148 W/(m K), c = 1.66 MJ/(m^3 K)
Silicon adds 8.5 % to rise, in ~561 ns
Oxide-silicon conductance: 200 MW/(m^2 K)
Oxide-silicon interface adds 1.8 %
C grows over the final rise by 3.2 %
Internal equilibration: 5 ps, 6.4 % of tau0
Oxide sound speed: 4000 m/s
Oxide phonon mean free path: 0.64 nm
Diffusion length sqrt(D tau0): 8.16 nm
```
